\section*{Threshold current-length product for electromigration in a blocked conductor}

A straight metal line occupies $0\le x\le L$. Electrons enter at the cathode end $x=0$ and leave at the anode end $x=L$; $j>0$ is the magnitude of the current density. Both ends carry current but let no metal atoms through, and this is what "blocked" means here. The stress $\sigma$ is positive in tension. Before the current is switched on the line has the uniform stress $\sigma_T$. A void opens when the tension exceeds $\sigma_v$, and metal is extruded when the compression exceeds $\sigma_e$, so damage requires $\sigma>\sigma_v$ or $\sigma<-\sigma_e$. We take $-\sigma_e<\sigma_T<\sigma_v$. The atomic volume is $\Omega$, the resistivity $\rho$ and the temperature $T$, all uniform. The algebra uses atomic units, $e=\hbar=m=1$, with $e$ the positive elementary charge and $m$ the electron mass; $k_BT$ is kept as an energy.

The force that drives the atoms comes first. Let the conduction electrons be free, with density $n=k_F^3/3\pi^2$, and let the current displace their Fermi sphere by a small wave vector $k_d$ along $+x$. Each electron then gains the mean velocity $k_d$, so $j=nk_d$. An electron of wave vector $\mathbf k$ that scatters elastically through an angle $\theta$ from a metal ion gives it, on average over the azimuth, the momentum $\mathbf k(1-\cos\theta)$. Weighted with the differential cross-section, this defines the transport cross-section $S$: the ion receives momentum at the rate $|\mathbf k|S\,\mathbf k$ per unit density of such electrons. The exclusion principle does not alter this, because for elastic scattering the forward and reverse rates combine as $f(1-f')-f'(1-f)=f-f'$. With two spin states,
\begin{equation}
F_w=\frac{2}{(2\pi)^3}\int d^3k\, f(\mathbf k-\mathbf k_d)\,|\mathbf k|\,S\,k_x .
\end{equation}
To first order $f(\mathbf k-\mathbf k_d)=f(k)+k_d\cos\theta_k\,\delta(k-k_F)$, where $\theta_k$ is the angle between $\mathbf k$ and the $x$ axis. The first term integrates to zero by symmetry. The second gives
\begin{equation}
F_w=\frac{k_dS}{4\pi^3}\,k_F^4\int\cos^2\theta_k\,d\Omega_k
=\frac{k_dSk_F^4}{3\pi^2}=nk_dk_FS=jk_FS ,
\end{equation}
since the angular integral is $4\pi/3$. Direct quadrature over a sphere displaced by $0.01k_F$, with constant $S$, gives $1.000040$ times this result; the excess is a relative correction of order $(k_d/k_F)^2=10^{-4}$, left out by the first-order expansion.

The wind force points along the electron drift, towards the anode. The electric field, of magnitude $\rho j$, points the other way and pulls on the ion with a direct force $-Z_d\rho j$, where $Z_d$ is the direct valence. The sum is
\begin{equation}
F=jk_FS-Z_d\rho j=-Z^*\rho j,\qquad Z^*=Z_d-\frac{k_FS}{\rho}.
\end{equation}
We treat the case $Z^*<0$, in which the wind wins and $F=|Z^*|\rho j$ drives atoms to the anode. The free-electron model gives the form of $Z^*$, which is negative when $k_FS>Z_d\rho$. If all ions scattered alike and independently, and caused the whole resistivity, $k_FS/\rho$ would equal the number of conduction electrons per ion, and the wind would only cancel a direct force with $Z_d$ equal to that number. A negative $Z^*$ therefore requires a smaller $Z_d$, or a moving atom that scatters more strongly than the average ion. The rest of the derivation needs the value of $Z^*$ alone.

Atoms that arrive where there is no room must push the solid apart, and stress decides what this costs. Consider a bar of natural length $\ell$ and stiffness $M$, clamped at total length $\ell_t$. Its strain is $\varepsilon=(\ell_t-\ell)/\ell$, its stress $\sigma=M\varepsilon$, and its elastic energy per unit area $U=M(\ell_t-\ell)^2/2\ell$. Adding material raises $\ell$ at fixed $\ell_t$:
\begin{equation}
\frac{dU}{d\ell}=-M\frac{\ell_t-\ell}{\ell}-\frac M2\frac{(\ell_t-\ell)^2}{\ell^2}
=-\sigma\left(1+\frac{\sigma}{2M}\right).
\end{equation}
An atom of unstrained volume $\Omega_0$ occupies $\Omega=\Omega_0(1+\varepsilon)$ in the stretched bar. Its insertion energy is therefore $-\Omega\sigma(1+\varepsilon/2)/(1+\varepsilon)\simeq-\Omega\sigma(1-\sigma/2M)$. Dropping the small correction, and measuring from the unstressed metal,
\begin{equation}
\mu=-\Omega\sigma .
\end{equation}
Tension makes room and lowers the chemical potential; compression raises it. For a clamped anharmonic chain at strain $0.003$, adding one plane of atoms costs $0.998498$ times $-\Omega\sigma$, in agreement with $1-\varepsilon/2=0.9985$.

With diffusivity $D$, mobility $D/k_BT$ and atomic density $1/\Omega$, the atomic flux towards the anode is
\begin{equation}
J=\frac{D}{\Omega k_BT}\left(F-\frac{\partial\mu}{\partial x}\right)
=\frac{D}{\Omega k_BT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\end{equation}
In the steady state $J$ is uniform, and blocked ends make it zero. The net force $F$ of wind and field is then balanced at every point by the stress gradient,
\begin{equation}
\frac{d\sigma}{dx}=-G,\qquad G=\frac{F}{\Omega}=\frac{|Z^*|\rho j}{\Omega}.
\end{equation}
The diffusivity has dropped out: it sets how fast the balance is reached, not where it lies.

The gradient fixes the difference between the end stresses, $\sigma(0)-\sigma(L)=GL$, but not their values. Those follow from the conservation of atoms. If $N$ atoms per unit volume are added at some point, the confined line responds with $\sigma=\sigma_T-B\Omega N$, where $B$ is an effective modulus of the metal and its surroundings. Since $\partial N/\partial t=-\partial J/\partial x$,
\begin{equation}
\frac{\partial\sigma}{\partial t}=\frac{\partial\varphi}{\partial x},\qquad
\varphi=B\Omega J=\kappa\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
\kappa=\frac{DB\Omega}{k_BT},
\end{equation}
for uniform $B$. Integration over the line, with $\varphi=0$ at both ends, shows that the mean stress stays at $\sigma_T$. The steady profile $\sigma=C-Gx$ has the mean $C-GL/2$, hence $C=\sigma_T+GL/2$ and
\begin{equation}
\sigma(x)=\sigma_T+G\left(\frac L2-x\right).
\end{equation}
The cathode end gains the tension $GL/2$ and the anode end the same amount of compression.

A threshold read off from this profile would be unsafe if the stress overshot on the way to it. That is a real question when $D$ varies along the line, because atoms pile up or drain away where fast and slow regions meet. Let $\kappa$ depend on $x$. Differentiating $\varphi$ in time and using $\partial\sigma/\partial t=\partial\varphi/\partial x$ gives
\begin{equation}
\frac{\partial\varphi}{\partial t}=\kappa(x)\frac{\partial^2\varphi}{\partial x^2}.
\end{equation}
Initially $\varphi=\kappa G>0$ inside the line, and $\varphi=0$ at the ends at all times. By the maximum principle for diffusion equations $\varphi$ never becomes negative. Two facts follow. First, $\partial\sigma/\partial x\ge-G$. Second, integrating $\partial\sigma/\partial t$ from $0$ to $y$ and over time,
\begin{equation}
\int_0^y(\sigma-\sigma_T)\,dx=\int_0^t\varphi(y,t')\,dt'\ge0,
\qquad\text{so}\qquad \int_y^L(\sigma-\sigma_T)\,dx\le0,
\end{equation}
because the two integrals add to zero. For $x\ge y$ the first fact gives $\sigma(x)\ge\sigma(y)-G(x-y)$. Inserted in the last integral, this yields
\begin{equation}
0\ge(L-y)\left[\sigma(y)-\sigma_T\right]-\frac G2(L-y)^2 .
\end{equation}
For $x\le y$ it gives $\sigma(x)\le\sigma(y)+G(y-x)$, and the integral from $0$ to $y$ then requires $0\le y[\sigma(y)-\sigma_T]+Gy^2/2$. Together,
\begin{equation}
-\frac{Gy}{2}\le\sigma(y,t)-\sigma_T\le\frac{G(L-y)}{2}.
\end{equation}
At no time does any point pass the final end stresses $\sigma_T\pm GL/2$. If $D$ also depends on the local stress, the equation for $\varphi$ gains the term $(\partial\ln\kappa/\partial\sigma)\,\varphi\,\partial\varphi/\partial x$. It vanishes where $\varphi$ has a minimum in $x$, so the sign argument survives. The upper bound can nearly be met inside the line. With the diffusivity lowered by $10^4$ over the first 30\% of the length, time integration gives an interior peak at about $0.99$ of the bound: the fast part acts for a while as a shorter blocked line, with its own tensile end at the junction.

Damage is thus avoided at all times if $\sigma_T+GL/2\le\sigma_v$ and $GL/2-\sigma_T\le\sigma_e$. If either inequality is violated, the stress at that end tends to a value beyond its limit and crosses the limit after a finite time. Substituting $GL=|Z^*|\rho jL/\Omega$ gives the threshold product
\begin{equation}
(jL)_c=\frac{2\Omega}{|Z^*|\rho}\,\min\left(\sigma_v-\sigma_T,\;\sigma_e+\sigma_T\right).
\label{eq:threshold}
\end{equation}
Current density and length enter through their product because the force per atom is proportional to $j$ and its work along the line to $jL$. That work, $|Z^*|$ times the voltage drop $\rho jL$, is what the stress difference must balance.

The smaller of two numbers is at most their mean, so
\begin{equation}
(jL)_c\le\frac{\Omega\,(\sigma_v+\sigma_e)}{|Z^*|\rho}.
\end{equation}
The right side has the form $\Omega\Delta\sigma/|Z^*|\rho$, with $\Delta\sigma$ the full stress range the line can bear. A void-free line attains it when $\sigma_T=(\sigma_v-\sigma_e)/2$, where both ends reach their limits together. Otherwise one end fails first. As $\sigma_T\to\sigma_v$ the threshold goes to zero: the line is about to void without any current.

For the numbers, take a $20\,\mu$m line at $378$ K with rough values typical of copper interconnects: $\Omega=11.8$ \AA$^3$, $|Z^*|=2$, $\rho=2.6\,\mu\Omega\,$cm, $\sigma_T=150$ MPa, $\sigma_v=250$ MPa, $\sigma_e=400$ MPa and $B=20$ GPa. The room for added tension is $100$ MPa and that for compression $550$ MPa, so the cathode decides. With the charge $e$ restored, the voltage drop at threshold is
\begin{equation}
\rho(jL)_c=\frac{2\Omega(\sigma_v-\sigma_T)}{|Z^*|e}
=\frac{2\times(11.8\times10^{-30}\,\mathrm{m^3})(10^8\,\mathrm{Pa})}{2\times1.602\times10^{-19}\,\mathrm C}
=7.4\ \mathrm{mV}.
\end{equation}
Division by $2.6\times10^{-6}\,\Omega\,$cm gives $(jL)_c\simeq2.8\times10^3$ A/cm, or $2.3\times10^{-3}$ atomic units. Over $2\times10^{-3}$ cm this is a current density of $1.4$ MA/cm$^2$. The force on an atom is tiny, $7.4\times10^{-8}$ eV/\AA, but it acts over the whole line and does $0.0147$ eV of work, which equals $\Omega$ times the end-to-end difference of $200$ MPa. The cathode stands at $250$ MPa and the anode still in tension, at $50$ MPa. The upper bound, $9.2\times10^3$ A/cm, would need an initial compression of $75$ MPa.

A search for the onset of damage in the time-dependent equation, with diffusivities scattered over two decades, gives $2832.7$ A/cm for lengths of both $20$ and $60\,\mu$m, the value of Eq.~(\ref{eq:threshold}). With $\sigma_T=-200$ MPa the anode fails first, and the search gives $5665.4$ A/cm, twice as much, because the smaller room is then $\sigma_e+\sigma_T=200$ MPa.

The void limit has a simple meaning if voids grow from flaws. A spherical cavity of radius $R$ under tension $\sigma$ has the energy $4\pi R^2\gamma-\tfrac43\pi R^3\sigma$, with $\gamma$ the surface energy. Its derivative $8\pi R\gamma-4\pi R^2\sigma$ vanishes at $R=2\gamma/\sigma$, and larger cavities lower their energy by growing. For $\gamma=1.7$ J/m$^2$, $\sigma_v=250$ MPa corresponds to a flaw of radius $14$ nm. A line with a larger flaw has a lower $\sigma_v$. Since the threshold rests on the difference $\sigma_v-\sigma_T=100$ MPa, a change of $10$ MPa in either stress moves it by 10\%, so modest scatter between lines becomes sizable scatter in the threshold.

Once a void spans the cathode end, a different balance applies, provided the current can still pass the void, as through a conducting liner. Its free surface holds the stress there near zero, if capillary stress is neglected, and the steady profile becomes $\sigma=-Gx$. The flux $\varphi$ is still non-negative, since fixed stress at $x=0$ means $\partial\varphi/\partial x=0$ there and the sudden release of tension starts with $\varphi\ge0$. Hence $\sigma\ge-Gx$ at all times, and extrusion is avoided if $GL\le\sigma_e$:
\begin{equation}
(jL)_{\rm ext}=\frac{\Omega\sigma_e}{|Z^*|\rho},
\end{equation}
here $5.7\times10^3$ A/cm. Below this product the void stops growing. The atoms that left it are spread through the line, where the mean stress has fallen from $\sigma_T$ to $-GL/2$. The mean added volume fraction is this fall divided by $B$, so the void length is
\begin{equation}
\ell_v=\frac{L}{B}\left(\sigma_T+\frac{GL}{2}\right),
\end{equation}
valid for $\ell_v\ll L$. At the voiding threshold it is $20\,\mu\mathrm m\times250/20000=250$ nm, of which $150$ nm comes from the release of $\sigma_T$ and would form without current once the void had opened. If a circuit tolerates voids up to a length $\ell_f$, the condition $\ell_v\le\ell_f$ reads $jL\le(2\Omega/|Z^*|\rho)(B\ell_f/L-\sigma_T)$. This limit depends on $L$ separately and is no longer a fixed product.

Measured thresholds for copper lines are roughly a few thousand A/cm, the range in which the example falls; with inputs this rough, the agreement in size does not confirm the model. One assumption with a large effect is that the initial stress is elastic and stays in place. If creep relaxed $\sigma_T$ to zero at $378$ K, all else fixed, the threshold would rise by a factor $2.5$, to $7.1\times10^3$ A/cm. Temperature acts through the same stress and through the resistivity. If the effective modulus $B$, which includes the compliance of the surroundings, also applies to thermal strain, an expansion mismatch $\Delta\alpha=14\times10^{-6}$ K$^{-1}$ changes $\sigma_T$ by $-3B\Delta\alpha=-0.84$ MPa per kelvin of heating. With a resistivity slope of $0.0068\,\mu\Omega\,$cm/K and the other inputs held fixed, the threshold is $1.2\times10^3$ A/cm at $298$ K and $4.9\times10^3$ A/cm at $573$ K. In this elastic model a threshold measured at $573$ K, carried over unchanged to $378$ K, would be too high by a factor of about $1.7$. These figures keep $Z^*$ fixed, so that the force grows with $\rho$. The free-electron form gives instead $|Z^*|\rho=k_FS-Z_d\rho$, which does not grow with $\rho$ if $S$ is independent of temperature; matched to $|Z^*|=2$ at $378$ K, it turns the factor into $2.6$ for $Z_d=0$ and $3.5$ for $Z_d=1$. The size of the temperature dependence thus rests on how $Z^*$ varies with $T$.

The remaining effects sized here are smaller for these numbers. When $B$ varies along the line, it is $\int(\sigma-\sigma_T)\,dx/B$ that is conserved, and $L/2$ in the steady profile is replaced by the mean of $x$ weighted with $1/B$. A compliance $1/B$ rising linearly from 20\% below to 20\% above its mean towards the anode lowers the steady-state threshold by 6\%; the transient bound was shown for uniform $B$. Joule heating of a line $200$ nm high over $500$ nm of dielectric with conductivity $0.3$ W/(m\,K), with no sideways spreading of heat, is $j^2\rho hd/k=1.7$ K, where $h$, $d$ and $k$ are these three values. If all of it appeared as a temperature difference along the line, a heat of transport of $0.1$ eV would add work equal to 3\% of that of the electromigration force. The elastic correction $\sigma/2M$ is 0.08\% at $\sigma=\sigma_v$ for $M=150$ GPa, and keeping it lowers the threshold by about 0.1\%.

As a design rule, $jL<(jL)_c$ holds for a single segment with steady, uniform current, no void at the start, and ends that pass no atoms. If one end exchanges atoms with a reservoir that holds its stress fixed, while the other stays blocked, the steady flux is still zero, but the whole difference $GL$ falls on the blocked end. With the anode end held at $\sigma_T$, the cathode end tends to $\sigma_T+GL$, and voiding starts at $jL=\Omega(\sigma_v-\sigma_T)/|Z^*|\rho$. This is half the threshold for two blocked ends when that threshold is set by voiding, as in the example; when it is set by extrusion the ratio is larger than one half. If atoms pass through both ends, a steady flux can persist and the balance that defines the threshold is lost. For connected segments that exchange atoms, the balance must be made over the whole connected metal, and the length of one segment is not the relevant $L$. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Rough inputs, copper interconnect regime
Atomic volume: 11.8 A^3 (cubic angstrom)
|Z*|: 2
Resistivity at use: 2.6 uOhm cm
Resistivity slope: 0.0068 uOhm cm/K
Temperature of use: 378 K
Initial tension s_T: 150 MPa
Void limit s_v: 250 MPa
Extrusion limit s_e: 400 MPa
Effective modulus B: 20 GPa
Line length: 20 um
Expansion mismatch: 14 1e-6/K
Stiffness M: 150 GPa
Surface energy: 1.7 J/m^2
Line height: 200 nm
Dielectric thickness: 500 nm
Dielectric heat conductivity: 0.3 W/(m K)
Heat of transport: 0.1 eV
Tests
Wind force, quadrature/formula: 1.000040
Insertion energy/(-Omega s): 0.998498
Chain strain in that test: 0.003
Interior peak/transient bound: 0.9857
Searched jL, 20 um: 2832.7 A/cm
Searched jL, 60 um: 2832.7 A/cm
Searched jL, s_T=-200 MPa: 5665.4 A/cm
Results
Threshold jL: 2832.7 A/cm
Threshold jL: 2.2631e-03 atomic units
Critical current density: 1.416 MA/cm^2
Voltage drop at threshold: 7.365 mV
Net force on atom: 7.365e-08 eV/angstrom
Work of force over line: 0.01473 eV
End-to-end stress difference: 200 MPa
Cathode stress: 250 MPa
Anode stress: 50 MPa
Upper bound on jL: 9206.2 A/cm
s_T that reaches the bound: -75 MPa
Extrusion jL after voiding: 5665.4 A/cm
Saturated void length: 250 nm
Critical flaw radius: 13.6 nm
Wind cross-section if Z_d=+1: 0.1397 angstrom^2
Effects left out
Thermal stress per kelvin: 0.84 MPa/K
298 K: s_T 217.2 MPa, rho 2.056 uOhm cm, jL 1175.0 A/cm
573 K: s_T -13.8 MPa, rho 3.926 uOhm cm, jL 4948.8 A/cm
jL if s_T relaxes to zero: 7081.7 A/cm
jL change, 20% compliance tilt: -6.25 %
Joule heating, no spreading: 1.739 K
Thermomigration/wind work: 3.12 %
Diffusivity ratio along line: 1.572
Elastic-energy correction: 0.083 %
Drift/Fermi velocity: 6.63e-07
\end{verbatim}
